Hydrogen in LDA and LSDA: the fractional-spin error

**Question**

I have an exercise that asks me to solve the hydrogen atom radially with a local density functional, first "spin-unpolarized" and then spin-polarized, and to interpret the energy difference as a "fractional-spin error". I am stuck on both halves.

On the practical side, I know how to solve a radial Schrödinger equation, but not what goes into the potential in each case, or how the total energy follows. The orbital eigenvalue is nowhere near -1/2 hartree.

On the conceptual side, there is one electron. How can it be half up and half down? The Hamiltonian contains no spin, so why should the energy depend on it? And if polarizing the atom lowers the energy, why is that not simply physical exchange energy?

**Answer**

Both calculations use one functional E[n↑,n↓]. "Unpolarized" means that it is evaluated at n↑ = n↓ = n/2, and "polarized" means n↑ = n, n↓ = 0. I use atomic units (energies in hartree, lengths in bohr), a fixed point nucleus, no relativity and no magnetic field. Spins are collinear and densities spherical.

**What the exact energy does**

A pure 1s state has a definite spin along some axis. If that axis is perpendicular to the quantization axis, as in an equal superposition of up and down, then n↑ = n↓, but the atom is fully magnetized sideways, which the collinear description excludes. An isolated atom with n↑ = n↓ and no magnetization in any direction is a statistical mixture. Let |↑⟩ and |↓⟩ be the two 1s ground states, and take

Γ = f |↑⟩⟨↑| + (1-f) |↓⟩⟨↓|,  0 ≤ f ≤ 1.

Since H contains no spin, both states have energy -1/2, so

Tr ΓH = f(-1/2) + (1-f)(-1/2) = -1/2.

The spin densities are n↑ = f n and n↓ = (1-f) n, with n = e^(-2r)/π. The exact functional, defined as the lowest energy over mixtures with given spin densities, therefore equals -1/2 for every f: no mixture of one-electron states can lie below the ground state, and Γ reaches it.

This fixes the exchange-correlation energy. Write

E = T + E_en + E_H + E_xc,

for kinetic, electron-nucleus, Hartree and exchange-correlation energy. With the 1s orbital occupied f times in one channel and 1-f times in the other, T + E_en is already -1/2. Hence

E_xc[f n, (1-f) n] = -E_H[n] for every f.

The Hartree term is a repulsion of the electron with itself, and E_xc must remove it however the spin is divided.

The half-and-half densities also occur in a pure state of a larger system. Put two H atoms far apart, with 1s orbitals a and b of negligible overlap, in the singlet

[a(1)b(2) + b(1)a(2)]/√2 × [↑(1)↓(2) - ↓(1)↑(2)]/√2.

The total density is a² + b². In the singlet each electron is up or down with equal probability, independently of its position, so n↑ = n↓ = (a² + b²)/2. Each atom carries half an up electron and half a down electron, and the energy tends to 2(-1/2) = -1.

**The radial equations**

Write each orbital as φ_σ = u_σ/(r√(4π)), with u_σ(0) = 0 and ∫u_σ² dr = 1. For a spherical function ∇²φ = (1/r)(rφ)'', so the kinetic energy of one electron is

-½ ∫ 4πr² φ ∇²φ dr = -½ ∫ u u'' dr = ½ ∫ (u')² dr.

The last step is an integration by parts with u = 0 at both ends. With occupations f_σ, define

n_σ = f_σ u_σ²/(4πr²),  q = f↑u↑² + f↓u↓² = 4πr² n.

A charge shell at r' gives potential 1/r outside itself and 1/r' inside. Summing shells,

V_H(r) = (1/r) ∫₀^r q(r') dr' + ∫_r^∞ q(r')/r' dr'.

The total energy is

E = Σ_σ f_σ ½∫(u_σ')² dr - ∫ q/r dr + ½∫ q V_H dr + ∫ q ε_xc dr,

where ε_xc is the exchange-correlation energy per electron.

Now vary u_σ. The density changes by δq = 2f_σ u_σ δu_σ. The kinetic term changes by -f_σ∫u_σ'' δu_σ dr after integration by parts. The Hartree term changes by ∫V_H δq dr, because both density factors vary and this cancels the ½. The last term changes by ∫v_xc,σ δq dr, with

v_xc,σ = ∂(n ε_xc)/∂n_σ.

Normalization is imposed by subtracting f_σ ε_σ ∫u_σ² dr. Setting the coefficient of δu_σ to zero and dividing by 2f_σ gives

-½ u_σ'' + [-1/r + V_H + v_xc,σ] u_σ = ε_σ u_σ.

For (½,½) both channels have the same potential and the same orbital, so one equation suffices. For (1,0) the down channel is empty and again one equation suffices. The two calculations differ only in ε_xc and v_xc.

**Exchange**

The input is the exchange energy per electron of the unpolarized uniform gas, -(3/4)(3n/π)^(1/3). Exchange acts only between equal spins, so E_x is a sum of an up part and a down part. An unpolarized gas of density 2n_σ contains two equal such parts, so one part is half its energy:

n ε_x = ½ Σ_σ (2n_σ) [-(3/4)(3·2n_σ/π)^(1/3)] = -(3/4)(6/π)^(1/3) Σ_σ n_σ^(4/3).

Differentiation brings down 4/3, which cancels the 3/4:

v_x,σ = -(6n_σ/π)^(1/3).

For (½,½), Σn_σ^(4/3) = 2(n/2)^(4/3) = 2^(-1/3) n^(4/3). For (1,0) it is n^(4/3). At the same total density, full polarization thus multiplies the exchange energy by 2^(1/3).

**Correlation**

I use the Perdew–Wang fit. With r_s = (3/(4πn))^(1/3) and

P = β₁ r_s^(1/2) + β₂ r_s + β₃ r_s^(3/2) + β₄ r_s²,

its basic function is

G = -2A(1 + α₁r_s) ln[1 + 1/(2AP)].

The parameters, in the order A, α₁, β₁, β₂, β₃, β₄, are

unpolarized, G₀: 0.0310907, 0.2137, 7.5957, 3.5876, 1.6382, 0.49294
polarized, G₁: 0.01554535, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517
stiffness, G₂: 0.0168869, 0.11125, 10.357, 3.6231, 0.88026, 0.49671

For general polarization ζ = (n↑ - n↓)/n,

ε_c = G₀ - G₂ [F/F''(0)] (1 - ζ⁴) + (G₁ - G₀) F ζ⁴,
F = [(1+ζ)^(4/3) + (1-ζ)^(4/3) - 2]/(2^(4/3) - 2),
F''(0) = 8/[9(2^(4/3) - 2)].

At ζ = 0, F = 0 and ε_c = G₀. At ζ = 1, F = 1 and ε_c = G₁. So your two calculations need only G₀ and G₁ respectively.

The potential is equally simple at these two points. At ζ = 0, ε_c is even in ζ, so its first derivative with respect to ζ vanishes. At n↓ = 0, changing n↑ leaves ζ = 1. In both cases only the dependence on n remains, and r_s ∝ n^(-1/3) gives n dr_s/dn = -r_s/3, so

v_c = ε_c + n dε_c/dn = G - (r_s/3) dG/dr_s.

With P' = dP/dr_s, the logarithm has derivative -P'/[P(1 + 2AP)], and therefore

dG/dr_s = -2Aα₁ ln[1 + 1/(2AP)] + 2A(1 + α₁r_s) P'/[P(1 + 2AP)].

**Solving them**

Take r_i = ih, with u = 0 at r = 0 and at r = 30. Replacing u'' by (u_(i+1) - 2u_i + u_(i-1))/h² gives a symmetric tridiagonal matrix with diagonal elements 1/h² + v(r_i) and off-diagonal elements -1/(2h²). Here v is the whole bracket in the radial equation. The loop is:

1. Start from u = 2r e^(-r).
2. Build n_σ, V_H and v_xc,σ.
3. Find the lowest eigenvector and scale it so that h Σu_i² = 1.
4. Mix the new u² with the old, for instance 60% new and 40% old, and return to step 2 until u² stops changing.

With a local functional the eigenvalue is not the total energy. Multiplying the radial equation by u and integrating, for one electron in all, gives

ε = T + E_en + 2E_H + ∫ q v_xc dr,

because ∫q V_H dr = 2E_H. The energy contains E_H once, and E_xc in place of ∫q v_xc dr. With the exact functional at (1,0), E_xc = -E_H for every one-electron density, so v_xc = -V_H (choosing the free constant in the potential so that it vanishes at infinity), ∫q v_xc dr = -2E_H and ε = T + E_en = -1/2. The local functional does not cancel V_H in this way, and its eigenvalue lies far from -1/2. So obtain T as ε - ∫v u² dr and add up the energy terms separately.

The converged results, in hartree, are:

(½,½): T = 0.42486, E_en = -0.92082, E_H = 0.28277, E_x = -0.19307, E_c = -0.03941
(1,0): T = 0.46667, E_en = -0.96565, E_H = 0.29839, E_x = -0.25642, E_c = -0.02170

Adding each line,

E(½,½) = 0.42486 - 0.92082 + 0.28277 - 0.19307 - 0.03941 = -0.44567
E(1,0) = 0.46667 - 0.96565 + 0.29839 - 0.25642 - 0.02170 = -0.47871

These are the -0.446 and -0.479 hartree you should find. The eigenvalues are -0.2335 and -0.2690.

The error of the central difference and of the trapezoidal sums is of order h². If E(h) = E + ch², then 4E(h/2) - E(h) = 3E, which removes it. For LSDA, h = 0.02 gives -0.47866 and h = 0.01 gives -0.47870, so

E = [4(-0.47870) + 0.47866]/3 = -0.47871.

The values above are extrapolated in this way. The fifth decimal is numerical precision for this functional, not accuracy for hydrogen. A good first test of your own code is to switch off V_H and v_xc: the same procedure must then return -0.49999 at h = 0.01 and -0.50000 after extrapolation.

**Reading the difference**

The exact functional gives the same energy at both points. The approximate one gives

Δ = E(½,½) - E(1,0) = -0.44567 + 0.47871 = 0.03304 hartree = 0.90 eV.

That is the fractional-spin error, measured relative to the functional's own energy for an integer spin. It is not the whole error of the unpolarized calculation. The LSDA atom is itself too high by

E(1,0) + ½ = 0.02129 hartree,

which is a one-electron self-interaction error: E_H + E_xc should vanish, but is 0.02027. The remaining 0.00102 is T + E_en lying above -½, because the orbital is not quite the true 1s. The full error of the unpolarized result relative to -½ splits as

0.05433 = 0.02129 + 0.03304.

Measured from -½ instead of from E(1,0), the unpolarized error of this functional is 0.054, and that figure includes the self-interaction part.

You can follow the occupations between the end points. The two channels then have different orbitals, so two radial equations are solved together. The correlation potential also gains a term from ζ: since ∂ζ/∂n↑ = (1-ζ)/n and ∂ζ/∂n↓ = -(1+ζ)/n, v_c,σ = ε_c - (r_s/3) ∂ε_c/∂r_s + (±1 - ζ) ∂ε_c/∂ζ, with + for up and - for down. With m = f↑ - f↓, the energies are

m = 1: -0.47871
m = 0.75: -0.46387
m = 0.5: -0.45371
m = 0.25: -0.44766
m = 0: -0.44567

The exact curve is a horizontal line at -0.5. The computed curve rises towards m = 0. Exchanging up and down cannot change the energy, so E(m) = E(-m), and a smooth curve has zero slope at m = 0 and starts quadratically unless its curvature vanishes there. The numbers agree: the energy falls by 0.00199 at m = 0.25 and by 0.00804 at m = 0.5, about four times as much.

**Where it comes from**

Evaluate both energies on the exact density n = e^(-2r)/π, so that only E_xc can differ. Here q = 4r²e^(-2r), and the two integrals in V_H are

∫₀^r q dr' = 1 - e^(-2r)(1 + 2r + 2r²),  ∫_r^∞ q/r' dr' = e^(-2r)(1 + 2r).

Dividing the first by r and adding the second gives V_H = 1/r - e^(-2r)(1 + 1/r). Then

E_H = ½∫ q V_H dr = 2∫₀^∞ [r e^(-2r) - r² e^(-4r) - r e^(-4r)] dr
= 2(1/4 - 1/32 - 1/16) = 5/16.

So the exact E_xc is -0.31250, for any division of the spin. For unpolarized local exchange we need

∫ n^(4/3) 4πr² dr = π^(-4/3) · 4π · 2/(8/3)³ = (27/64) π^(-1/3),

which gives

E_x(½,½) = -(3/4)(3/π)^(1/3) (27/64) π^(-1/3) = -0.21274,
E_x(1,0) = 2^(1/3) E_x(½,½) = -0.26804.

Numerical integration of the correlation energy gives -0.04139 and -0.02218. With T + E_en = -½ and E_H = 5/16, the totals are

(½,½): -0.5 + 0.3125 - 0.21274 - 0.04139 = -0.44163
(1,0): -0.5 + 0.3125 - 0.26804 - 0.02218 = -0.47772

Polarization lowers exchange by 0.05530 and raises correlation by 0.01921. The net lowering is 0.03609. In the exact functional the corresponding net change is zero.

Letting the orbitals relax lowers the unpolarized energy by 0.00404 and the polarized one by 0.00099. The gap shrinks by the difference, from 0.03609 to 0.03304. The error is thus already present, and slightly larger, before the density responds at all; relaxation reduces it.

This answers your objection about physical exchange energy. An exchange term does become more negative on polarization, but for one electron that cannot by itself be an energy gain. To see why, build exchange from the orbital itself, using the density matrices f_σ φ(r)φ(r'). Exchange is quadratic in them, so

E_x = -[f² + (1-f)²] E_H.

This is -E_H at f = 1 and -E_H/2 at f = ½. The exact total must be -E_H in both cases, so at f = ½ correlation, in this convention, must supply the other -E_H/2. This contribution is called static correlation. The local functional supplies only part of it. On the exact 1s density its exchange, -0.21274, already goes beyond the -0.15625 of this formula, and its correlation adds -0.04139. The sum, -0.25413, still falls short of -0.31250 by 0.05837. Of this shortfall, 0.02228 is present at f = 1 as well, and the other 0.03609 is the fractional-spin error at fixed density.

**Where you see it in a molecule**

Stretch H₂ and keep both electrons in the bonding orbital (a + b)/√2. Each spin density is then (a² + b²)/2, half an electron of each spin per atom. The two atoms are neutral, so the Coulomb terms between them cancel at large distance:

1/R (nuclei) + 1/R (electrons) - 2/R (attraction) = 0.

A local E_xc is a sum over the two separate regions. The energy therefore tends to 2E(½,½), not to 2E(1,0). At 20 bohr a restricted LDA calculation gives -0.89132 hartree, or -0.44566 per atom. It lies 0.06609 above two LSDA atoms, to be compared with 2Δ = 0.06608.

For comparison, the full two-electron singlet at this distance, in a basis of s functions, has energy -0.99999. Near one nucleus its up-spin density is 0.5000 of the free-atom density at each of the three points sampled. That calculation leaves out functions with p and higher symmetry and has a finite s basis, but it does show that half-and-half spin densities go with an energy close to -1.

An unrestricted calculation can put the up electron on one atom and the down electron on the other. It then tends to 2E(1,0) and avoids Δ, but its local spin densities are not those of the singlet.

**How far the argument reaches**

It needs degenerate spin states. In a magnetic field along the spin axis, |↑⟩ and |↓⟩ have different energies, and the exact energy is a sloping straight line in f instead of a constant. The fractional-spin error is then the deviation of the functional's energy from the straight line joining its own energies at f = 0 and f = 1.

It does not need a single electron. Without spin-orbit coupling, an atom with ground-state spin S has degenerate states with M_S = +S and -S whose up and down densities are interchanged. Their equal mixture has n↑ = n↓ and the ground-state energy. The exact functional therefore assigns no energy gain to polarizing that atom from this mixture. The size of Δ, however, has to be computed for each atom and functional. The 0.033 hartree found here belongs to hydrogen with this one.

For the real, isolated atom with a definite spin, use the (1,0) calculation. The (½,½) result shows how the same functional treats spin densities that it will meet in stretched bonds. The numerical check below covers the functional, the radial energies and the stretched pair.

Table of computed values

```
Perdew-Wang parameters A, alpha1, beta1..beta4 (atomic units):
  unpolarized    0.0310907 0.2137 7.5957 3.5876 1.6382 0.49294
  polarized      0.01554535 0.20548 14.1189 6.1977 3.3662 0.62517
  spin stiffness 0.0168869 0.11125 10.357 3.6231 0.88026 0.49671
Grid spacings 0.02, 0.01 bohr; outer radius 30.0 bohr
Bare Coulomb check energy: -0.500000 hartree
Self-consistent energies (hartree): unpolarized LDA, LSDA
  kinetic                0.42486   0.46667
  electron-nucleus      -0.92082  -0.96565
  Hartree                0.28277   0.29839
  exchange              -0.19307  -0.25642
  correlation           -0.03941  -0.02170
  orbital eigenvalue    -0.23346  -0.26902
  total at h=0.02        -0.44562  -0.47866
  total at h=0.01        -0.44565  -0.47870
  total, extrapolated   -0.44567  -0.47871
  E_H + E_x + E_c        0.05029   0.02027
Totals in eV: -12.127, -13.026
Fractional-spin error: 0.03304 hartree = 0.899 eV
Self-interaction error of LSDA atom: 0.02129 hartree
Total error of unpolarized LDA: 0.05433 hartree
Spin polarization (f_up - f_dn) and energy (hartree):
  1.00  -0.47871
  0.75  -0.46387
  0.50  -0.45371
  0.25  -0.44766
  0.00  -0.44567
Frozen exact 1s density (hartree): half-and-half, polarized
  exchange     -0.21274  -0.26804
  correlation  -0.04139  -0.02218
  total        -0.44163  -0.47772
  exchange lowering by polarization: 0.05530
  correlation rise by polarization:  0.01921
  net difference of totals: 0.03609
  Hartree energy: 0.31250; exact E_xc: -0.31250
Gaussian-basis LSDA atom: -0.47871 hartree
Stretched H2, distance 20.0 bohr (hartree):
  restricted LDA total -0.89132, half -0.44566
  excess over two LSDA atoms 0.06609
  two-electron singlet in s basis -0.99999
  its spin-up density / free-atom density at 0.5, 1, 2 bohr: 0.5000 0.5000 0.5000
```
